**Fermi-Dirac smearing and the force on a metallic chain**

At fixed electron number, smearing of width $\sigma=k_BT$ changes the force along a nuclear coordinate $u$ by $(\pi^2/6)\sigma^2\,dD(E_F)/du$ to leading order, where $D$ is the density of states for both spins and the derivative includes the motion of the Fermi energy $E_F$. The program diagonalizes a two-site chain, sums the forces over states, and asserts that their errors agree with this law within 1% at 0.05 eV and 4% at 0.1 eV. It also asserts the size of the $\sigma^4$ correction, the shifts of the free energy and chemical potential, and the opposite leading error in the slope of the internal energy. At 0.1 eV the output shows a computed error of 6.651 meV/Å against 6.495 meV/Å from the law. Further assertions cover the two-width extrapolation and the absence of the quadratic law on an eight-point mesh. For a self-consistent chain, the gradient inferred from forces must match the total derivative within 0.5%; both print as 0.4575 eV$^{-1}$Å$^{-1}$, while the frozen-field value is 0.4382.

## Check in Python

```python
"""
Result under test: Fermi-Dirac smearing of width sigma = k_B*T changes the force
on a nuclear coordinate u of a metal, at fixed electron number, by
    F(sigma) - F(0) = (pi^2/6) * sigma^2 * dD(E_F)/du + O(sigma^4),
D = density of states (both spins), d/du = total derivative, E_F moving with u.

Model: chain with two sites per cell, hoppings T*exp(G*u) and T*exp(-G*u).
Optional staggered site energy (stagger) and mean-field interaction energy
W*m^2/2, where m is the charge difference between the two sites.
Energies in eV, lengths in angstrom, extensive quantities per cell.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit, xlogy

T, G, U0 = 2.0, 1.5, 0.2
SIGMA = 0.1
A2 = np.pi**2 / 6
STEP = 1e-3


def bloch(k, u, delta):
    """Bloch matrices and their derivatives with respect to u."""
    t1, t2 = T * np.exp(G * u), T * np.exp(-G * u)
    phase = np.exp(-1j * k)
    h = np.zeros((len(k), 2, 2), complex)
    dh = np.zeros_like(h)
    h[:, 0, 0], h[:, 1, 1] = delta, -delta
    h[:, 0, 1] = t1 + t2 * phase
    h[:, 1, 0] = h[:, 0, 1].conj()
    dh[:, 0, 1] = G * (t1 - t2 * phase)
    dh[:, 1, 0] = dh[:, 0, 1].conj()
    return h, dh


def solve(u, sigma, n=1.0, stagger=0.0, w=0.0, nk=2000):
    """Self-consistent state; sigma = 0 uses a sharp Fermi surface."""
    if sigma == 0:
        x, gw = np.polynomial.legendre.leggauss(120)
        kf = np.pi * n / 2
        k, weight = kf * (x + 1) / 2, (2 / np.pi) * gw * kf / 2
    else:
        k = 2 * np.pi * np.arange(nk) / nk
        weight = np.full(nk, 2.0 / nk)
    wt = weight[:, None]
    m, converged = 0.0, False
    for _ in range(300):
        delta = stagger + w * m
        h, dh = bloch(k, u, delta)
        e, v = np.linalg.eigh(h)
        if sigma == 0:
            mu = None
            f = np.zeros_like(e)
            f[:, 0] = 1.0
            hole = 1 - f
        else:
            mu = brentq(lambda x: np.sum(wt * expit((x - e) / sigma)) - n,
                        -10, 10, xtol=1e-14)
            f, hole = expit((mu - e) / sigma), expit((e - mu) / sigma)
        new = np.sum(wt * f * (abs(v[:, 0, :])**2 - abs(v[:, 1, :])**2))
        if w == 0 or abs(new - m) < 1e-12:
            converged = True
            break
        m = 0.5 * (m + new)
    assert converged
    slope = np.einsum('kin,kij,kjn->kn', v.conj(), dh, v).real
    internal = np.sum(wt * f * e) - w * new**2 / 2
    minus_ts = sigma * np.sum(wt * (xlogy(f, f) + xlogy(hole, hole)))
    return dict(force=-np.sum(wt * f * slope), internal=internal,
                free=internal + minus_ts, mu=mu, delta=delta)


def central(func, x, h=STEP):
    return (func(x + h) - func(x - h)) / (2 * h)


def fermi_energy(u):
    return -T * np.sqrt(2 * np.cosh(2 * G * u))


def dos(energy, u):
    """Closed form for the lower band, no staggering, no interaction."""
    a, b = 2 * T**2 * np.cosh(2 * G * u), 2 * T**2
    return 4 * abs(energy) / (np.pi * np.sqrt(b**2 - (energy**2 - a)**2))


def quartic_energy(u):
    """Coefficient of sigma^4 in the free energy."""
    ef, h = fermi_energy(u), 0.01
    d0, dp, dm = dos(ef, u), dos(ef + h, u), dos(ef - h, u)
    d1, d2 = (dp - dm) / (2 * h), (dp - 2 * d0 + dm) / h**2
    return np.pi**4 / 72 * d1**2 / d0 - 7 * np.pi**4 / 360 * d2


# Density of states at the Fermi level: closed form against counting levels
ef = fermi_energy(U0)
d_f = dos(ef, U0)
k_dense = 2 * np.pi * np.arange(200000) / 200000
levels = np.linalg.eigvalsh(bloch(k_dense, U0, 0.0)[0])
d_count = 2 * np.sum(abs(levels - ef) < 0.02) / len(k_dense) / 0.04
assert abs(d_count / d_f - 1) < 5e-3

# Gradient: analytic total derivative against finite differences
grad = G * np.tanh(2 * G * U0) * d_f
grad_fd = central(lambda u: dos(fermi_energy(u), u), U0)
grad_fixed_energy = central(lambda u: dos(ef, u), U0)
assert abs(grad_fd / grad - 1) < 1e-4
assert abs(grad_fixed_energy) < 1e-4 * grad

# Forces from explicit sums over states, compared with the expansion
cold = solve(U0, 0)
widths = [0.05, 0.1, 0.2]
hot = {s: solve(U0, s) for s in widths}
bias = {s: hot[s]['force'] - cold['force'] for s in widths}
law = {s: A2 * s**2 * grad for s in widths}
quartic_force = -central(quartic_energy, U0)
assert abs(bias[0.05] / law[0.05] - 1) < 0.01
assert abs(bias[0.1] / law[0.1] - 1) < 0.04
# the remaining error is of order sigma^6, hence the looser bound at 0.1 eV
for s, tol in [(0.05, 0.10), (0.1, 0.25)]:
    assert abs((bias[s] - law[s]) / (quartic_force * s**4) - 1) < tol

# Free energy and chemical potential
free_shift = hot[SIGMA]['free'] - cold['free']
internal_shift = hot[SIGMA]['internal'] - cold['internal']
free_law = -A2 * SIGMA**2 * d_f
assert abs(free_shift / free_law - 1) < 0.02
assert abs(internal_shift / -free_law - 1) < 0.05
log_slope = central(lambda e: dos(e, U0), ef) / d_f
mu_shift = {s: hot[s]['mu'] - ef for s in widths}
assert abs(mu_shift[0.05] / (-A2 * 0.05**2 * log_slope) - 1) < 0.03

# The summed force is the slope of the free energy, not of the internal energy
plus, minus = solve(U0 + STEP, SIGMA), solve(U0 - STEP, SIGMA)
free_force = -(plus['free'] - minus['free']) / (2 * STEP)
internal_force = -(plus['internal'] - minus['internal']) / (2 * STEP)
internal_bias = internal_force - cold['force']
half_bias = 0.5 * (free_force + internal_force) - cold['force']
assert abs(free_force - hot[SIGMA]['force']) < 2e-5
assert abs(internal_bias / -law[SIGMA] - 1) < 0.15
assert abs(half_bias) < 0.1 * law[SIGMA]

# Two-width extrapolation removes the quadratic term
extrapolated = (4 * hot[0.05]['force'] - hot[0.1]['force']) / 3
extra_error = extrapolated - cold['force']
assert abs(extra_error) < 0.05 * abs(bias[0.05])

# Coarse mesh: level spacing far above sigma, no quadratic law
coarse_change = (solve(U0, 0.05, nk=8)['force']
                 - solve(U0, 0.01, nk=8)['force'])
coarse_law = A2 * (0.05**2 - 0.01**2) * grad
assert abs(coarse_change) < 1e-2 * coarse_law

# Self-consistent chain at another filling
scf = dict(n=1.2, stagger=2.0, w=2.0)
kf_scf = np.pi * scf['n'] / 2


def scf_dos(u, delta):
    b = 2 * T**2
    e2 = delta**2 + b * np.cosh(2 * G * u) + b * np.cos(kf_scf)
    return 4 * np.sqrt(e2) / (np.pi * b * np.sin(kf_scf))


scf_cold = solve(U0, 0, **scf)
scf_grad = central(lambda u: scf_dos(u, solve(u, 0, **scf)['delta']), U0)
frozen_grad = central(lambda u: scf_dos(u, scf_cold['delta']), U0)
coef = [(solve(U0, s, **scf)['force'] - scf_cold['force']) / (A2 * s**2)
        for s in (0.025, 0.05)]
scf_measured = (4 * coef[0] - coef[1]) / 3
assert abs(scf_measured / scf_grad - 1) < 5e-3
assert abs(frozen_grad / scf_grad - 1) > 0.01

# Printed results
kb_ev = const.k / const.e
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
mev = 1000.0
print(f"smearing width sigma: {SIGMA:.2f} eV")
print(f"electronic temperature sigma/k_B: {SIGMA / kb_ev:.0f} K")
print(f"pi^2/6: {A2:.5f}")
print(f"prefactor (pi^2/6) sigma^2: {A2 * SIGMA**2:.5f} eV^2")
print(f"bias for gradient 1/(eV angstrom): {mev * A2 * SIGMA**2:.2f} meV/angstrom")
print(f"hopping t: {T:.1f} eV")
print(f"hopping decay g: {G:.1f} 1/angstrom")
print(f"displacement u: {U0:.1f} angstrom")
print(f"short-bond hopping: {T * np.exp(G * U0):.4f} eV")
print(f"long-bond hopping: {T * np.exp(-G * U0):.4f} eV")
print(f"Fermi energy from site level: {ef:.4f} eV")
print(f"lower band bottom: {levels[:, 0].min():.4f} eV")
print(f"lower band top: {levels[:, 0].max():.4f} eV")
print(f"D(E_F), closed form: {d_f:.4f} 1/eV per cell")
print(f"D(E_F), level counting: {d_count:.4f} 1/eV per cell")
print(f"total gradient dD(E_F)/du: {grad:.4f} 1/(eV angstrom)")
print(f"gradient at fixed energy, size: {abs(grad_fixed_energy):.4f} 1/(eV angstrom)")
print(f"zero-width electronic force: {mev * cold['force']:.2f} meV/angstrom")
print(f"force at sigma 0.1 eV: {mev * hot[SIGMA]['force']:.2f} meV/angstrom")
for s in widths:
    print(f"sigma {s:.2f} eV: computed bias {mev * bias[s]:.3f}, "
          f"law {mev * law[s]:.3f} meV/angstrom")
print(f"sigma^4 correction at 0.1 eV: {mev * quartic_force * SIGMA**4:.3f} meV/angstrom")
print(f"law at 0.1 eV, atomic units: {law[SIGMA] * bohr / hartree:.3e} hartree/bohr")
print(f"bias / zero-width force at 0.1 eV: {100 * bias[SIGMA] / cold['force']:.3f} %")
print(f"free-energy shift, computed: {mev * free_shift:.3f} meV per cell")
print(f"free-energy shift, law: {mev * free_law:.3f} meV per cell")
print(f"internal-energy shift, computed: {mev * internal_shift:.3f} meV per cell")
print(f"mu - E_F at 0.1 eV, computed: {mev * mu_shift[SIGMA]:.3f} meV")
print(f"mu - E_F at 0.1 eV, law: {-mev * A2 * SIGMA**2 * log_slope:.3f} meV")
print(f"bias of internal-energy slope: {mev * internal_bias:.2f} meV/angstrom")
print(f"bias of half-sum (A+U)/2 slope: {mev * half_bias:.2f} meV/angstrom")
print(f"error after 0.05/0.1 eV extrapolation: {mev * extra_error:.3f} meV/angstrom")
print(f"8-point mesh, force change 0.01 to 0.05 eV, size: "
      f"{mev * abs(coarse_change):.5f} meV/angstrom")
print(f"law for that change: {mev * coarse_law:.3f} meV/angstrom")
print(f"self-consistent chain: filling {scf['n']:.1f} per cell, "
      f"stagger {scf['stagger']:.1f} eV, W {scf['w']:.1f} eV")
print(f"its gradient from forces: {scf_measured:.4f} 1/(eV angstrom)")
print(f"its self-consistent dD(E_F)/du: {scf_grad:.4f} 1/(eV angstrom)")
print(f"its frozen-field dD(E_F)/du: {frozen_grad:.4f} 1/(eV angstrom)")
print("all good")
```

Output:

```
smearing width sigma: 0.10 eV
electronic temperature sigma/k_B: 1160 K
pi^2/6: 1.64493
prefactor (pi^2/6) sigma^2: 0.01645 eV^2
bias for gradient 1/(eV angstrom): 16.45 meV/angstrom
hopping t: 2.0 eV
hopping decay g: 1.5 1/angstrom
displacement u: 0.2 angstrom
short-bond hopping: 2.6997 eV
long-bond hopping: 1.4816 eV
Fermi energy from site level: -3.0796 eV
lower band bottom: -4.1814 eV
lower band top: -1.2181 eV
D(E_F), closed form: 0.4901 1/eV per cell
D(E_F), level counting: 0.4900 1/eV per cell
total gradient dD(E_F)/du: 0.3948 1/(eV angstrom)
gradient at fixed energy, size: 0.0000 1/(eV angstrom)
zero-width electronic force: 2025.02 meV/angstrom
force at sigma 0.1 eV: 2031.67 meV/angstrom
sigma 0.05 eV: computed bias 1.633, law 1.624 meV/angstrom
sigma 0.10 eV: computed bias 6.651, law 6.495 meV/angstrom
sigma 0.20 eV: computed bias 28.825, law 25.979 meV/angstrom
sigma^4 correction at 0.1 eV: 0.139 meV/angstrom
law at 0.1 eV, atomic units: 1.263e-04 hartree/bohr
bias / zero-width force at 0.1 eV: 0.328 %
free-energy shift, computed: -8.115 meV per cell
free-energy shift, law: -8.062 meV per cell
internal-energy shift, computed: 8.232 meV per cell
mu - E_F at 0.1 eV, computed: 5.552 meV
mu - E_F at 0.1 eV, law: 5.341 meV
bias of internal-energy slope: -7.01 meV/angstrom
bias of half-sum (A+U)/2 slope: -0.18 meV/angstrom
error after 0.05/0.1 eV extrapolation: -0.040 meV/angstrom
8-point mesh, force change 0.01 to 0.05 eV, size: 0.00002 meV/angstrom
law for that change: 1.559 meV/angstrom
self-consistent chain: filling 1.2 per cell, stagger 2.0 eV, W 2.0 eV
its gradient from forces: 0.4575 1/(eV angstrom)
its self-consistent dD(E_F)/du: 0.4575 1/(eV angstrom)
its frozen-field dD(E_F)/du: 0.4382 1/(eV angstrom)
all good
```
